In a clean metal at zero temperature, the intrinsic anomalous Hall conductivity is fixed, up to one integer, by the Berry phases of the loops in which planes of constant k_z cut the Fermi surface. With wave vectors in units of 1/a, where a is the lattice constant along z, the statement is

σ_xy = −(e²/ha) ∫ dk_z/(2π) ν(k_z), −π < k_z ≤ π,

exp[2πi ν(k_z)] = exp[i Γ(k_z)],

where Γ is the sum of the Berry phases of all Fermi loops in the slice, each traversed with the occupied states of its band on the left. The function ν is continuous and periodic in k_z. The loop phases therefore leave a single integer N open for the whole zone, which shifts σ_xy by a multiple of e²/(ha). Modulo this quantum, σ_xy belongs to the Fermi surface, although it is first obtained as an integral over all occupied states. The split into an integer and a Fermi-surface part is not unique: it depends on the slice from which the phase is followed.

The assumptions are independent electrons of charge −e, a lattice with orthogonal axes, orbitals at the lattice points (so that H(k) is periodic and ∂H/∂k gives the velocity), and non-degenerate bands that touch at most at isolated points, none of them at the Fermi energy E_F. No piece of the Fermi surface with finite area may lie flat in a slice. Skew scattering and side jump are left out.

The sign and prefactor come from the velocity of an electron in a weak field, for the moment with k in ordinary units. The field moves k according to ħ dk/dt = −eE. To first order in the field, a state that started in band n is, up to a phase, |n⟩ + Σ_m a_m|m⟩ with m ≠ n. Projecting the Schrödinger equation on |m⟩ and dropping da_m/dt, which is of second order for a slowly raised field, gives

iħ⟨m|dn/dt⟩ + ε_n a_m = ε_m a_m,

a_m = iħ⟨m|dn/dt⟩/(ε_m − ε_n).

Differentiating H|n⟩ = ε_n|n⟩ with respect to k_i, projecting on |m⟩ and conjugating gives ⟨n|∂_iH|m⟩ = (ε_n − ε_m)⟨∂_i n|m⟩. The velocity is therefore

v_i = ∂_iε_n/ħ + (2/ħ) Re Σ_m ⟨n|∂_iH|m⟩ a_m
= ∂_iε_n/ħ + 2 Im Σ_m ⟨∂_i n|m⟩⟨m|dn/dt⟩
= ∂_iε_n/ħ + 2 Im ⟨∂_i n|dn/dt⟩.

The term m = n could be added in the last line because it is a product of two imaginary numbers and has no imaginary part. With A = i⟨n|∇n⟩ and Ω = ∇×A, the z component is

Ω^z = ∂_xA_y − ∂_yA_x = −2 Im⟨∂_x n|∂_y n⟩.

For a field along y, |dn/dt⟩ = −(eE_y/ħ)|∂_y n⟩, and hence

v_x = ∂_xε_n/ħ + (e/ħ) Ω^z E_y.

A direct solution of the time-dependent Schrödinger equation illustrates this for the lower band of the lattice model introduced below. At k = (0.6, 0.4, 0.3), with ħ = e = a = 1, half the difference of v_x for two opposite, slowly raised fields, divided by the field strength, is −0.504, which equals Ω^z to three decimals.

The current density is −e times the sum of v_x over occupied states. With the equilibrium occupation f_n, the first term vanishes, since f_n ∂_xε_n is the derivative of a periodic function. The second term gives

σ_xy = −(e²/ħ) ∫ d³k/(2π)³ Σ_n f_n Ω_n^z.

In units of 1/a, d³k brings a factor 1/a³ and Ω a factor a². Using e²/(2πħ) = e²/h and collecting the integral over each slice yields the first formula of the text, with

ν(k_z) = (1/2π) Σ_n ∫ d²k f_n Ω_n^z.

Consider now a slice without touching points, and tile the occupied region S_n of band n with small patches. Fix one state vector at each corner of the tiling. Along an edge, choose a smooth gauge that joins the two corner vectors, and assign to the edge the factor exp(i∫A·dk). Another such gauge, |n⟩ → e^{iχ}|n⟩, changes A to A − ∇χ, where χ at each end is a multiple of 2π, so the factor is unchanged. Reversing the edge inverts it. Around one patch the product of factors is exp(i∮A·dk), which by Stokes' theorem, in a gauge smooth over the patch, equals exp(i∫Ω^z d²k). In the product over all patches each interior edge appears once in each direction and cancels. What remains is

exp(i ∫_{S_n} Ω_n^z d²k) = exp(i γ_n),

where γ_n is the Berry phase along the boundary of S_n with S_n on the left. A completely filled band has no boundary, so its integral is 2π times an integer, the Chern number. The product over bands gives exp(2πiν) = exp(iΓ).

An electron pocket is thus traversed counterclockwise and a hole pocket clockwise. Numerically, γ follows from states at closely spaced points of the loop. Since ⟨u_j|u_{j+1}⟩ ≈ 1 − iA·δk,

γ = −arg Π_j ⟨u_j|u_{j+1}⟩,

and the arbitrary phase of each state drops out of the closed product.

The loop phase determines ν modulo 1. To connect the slices, one needs continuity, also across a slice that contains a touching point. Inserting a complete set of states into Ω^z gives

Ω_n^z = −2 Im Σ_m ⟨n|∂_xH|m⟩⟨m|∂_yH|n⟩/(ε_n − ε_m)².

Exchanging n and m conjugates the numerator and reverses the sign of the term. In the sum over occupied bands, pairs of two filled bands therefore cancel, and each remaining pair has one filled and one empty member. Its denominator can vanish only if the two bands touch at E_F, which is excluded. The integrand is then bounded and the occupied area changes continuously, even where a loop appears or two loops merge, so ν is continuous. Two continuous functions with the same exp(2πiν) differ by a continuous integer, which is a constant N. Adding a filled, separate band with the same nonzero Chern number in every slice changes N and no Fermi loop, so the Fermi surface cannot supply N.

The change of ν between slices can also be read from the Fermi surface directly. The vector Ω_n has zero divergence except at touching points, where the two bands involved carry opposite sources by the same antisymmetry. As both are filled there or both empty, the occupied region contains no net source. Gauss' theorem for the occupied region between k₁ and k₂ gives

2πν(k₂) − 2πν(k₁) + Φ = 0,

where Φ is the flux through the Fermi surface, counted outward from the occupied states. For a pocket with polar radius r(θ, k_z), the surface points are (r cos θ, r sin θ, k_z), and the cross product of their derivatives with respect to θ and k_z is

(r cos θ + r_θ sin θ, r sin θ − r_θ cos θ, −r r_z).

From ε = E_F on the surface, r_θ = −∂_θε/∂_rε and r_z = −∂_zε/∂_rε. Writing ∇ε in polar coordinates shows that this vector equals r∇ε/∂_rε. Hence

dν/dk_z = −(s/2π) ∮ dθ r Ω·∇ε/∂_rε,

with s = +1 for an electron pocket and s = −1 for a hole pocket, whose occupied states lie outside.

Integration by parts, with ν(−π) = ν(π), turns the average over slices into

∫ dk_z/(2π) ν = ν(π) − (1/2π) ∫ dk_z k_z dν/dk_z
= ν(π) + (1/4π²) ∫_FS k_z Ω·dS.

Apart from ν(π), this is an integral over the Fermi surface weighted with the wave-vector component k_z. If the plane k_z = π cuts the Fermi surface, ν(π) is itself a loop phase divided by 2π, up to an integer; otherwise it is an integer.

As a lattice model take, with energies in units of t,

H = 0.6 sin k_z + 0.2(1 − cos k_x) + d·σ,

d = (sin k_x, sin k_y, 2 − cos k_x − cos k_y − cos k_z), E_F = 0.2.

With α = 1 − cos k_x, β = 1 − cos k_y and δ = −cos k_z, one has sin²k_x = 2α − α², sin²k_y = 2β − β² and d_z = δ + α + β. The squares of α and β cancel in the sum, leaving

|d|² = δ² + 2(1 + δ)(α + β) + 2αβ.

No term is negative, so the bands touch only at k_x = k_y = 0, k_z = ∓π/2. These Weyl nodes have energies −0.6 and +0.6. The lower one lies in an electron pocket and the upper one in a hole pocket. On the axis k_x = k_y = 0 the band energies are 0.6 sin k_z ± |cos k_z|. Setting them equal to 0.2 gives the extent of the pockets, −2.284 < k_z < −0.858 for electrons and 1.203 < k_z < 1.939 for holes. All other slices have no loop, for the following reason. At fixed k_z, |d| never falls as α or β grows, so the upper band is lowest on the axis. The lower band never rises with β, and at β = 0 its energy 0.6 sin k_z + 0.2α − [δ² + 2(1 + δ)α]^{1/2} is a convex function of α, largest at α = 0 or α = 2. At α = 2 it equals 0.6 sin k_z + cos k_z − 1.6, which is at most −0.43 and so below E_F. The lower band therefore rises above E_F only in slices where it does so on the axis.

At k_z = π, d_z = 1 + α + β is positive everywhere. The lower-band state can then be chosen smooth over the whole slice, so its Chern number is zero and ν(π) = 0. This fixes N. The following values of ν come from Gauss quadrature of the curvature, and those of Γ/2π from state overlaps along the loop, reduced to the interval around zero:

k_z = −2.2: Γ/2π = −0.0410, ν = −0.0410
k_z = −1.6: Γ/2π = −0.2994, ν = −0.2994
k_z = −1.0: Γ/2π = +0.2432, ν = −0.7568
k_z = 0: no loop, ν = −1
k_z = 1.3: Γ/2π = +0.2177, ν = −0.7823
k_z = 1.5: Γ/2π = −0.4818, ν = −0.4818
k_z = 1.9: Γ/2π = −0.0458, ν = −0.0458

At k_z = −1.0 and 1.3 the two columns differ by one, as the theorem allows. Following the phase continuously from k_z = −π removes the difference. It also gives the integer −1 in the slices between the pockets, where there is no loop to consult. Over 59 slices, the largest mismatch modulo 1 is 1.7×10⁻⁷.

The slice through the lower node shows the role of continuity. The Chern number of the lower band is 0 at k_z = −π/2 − 0.5 and −1 at −π/2 + 0.5. Yet ν hardly changes across the node, from −0.31315 at −π/2 − 10⁻⁴ to −0.31324 at −π/2 + 10⁻⁴, because both bands are filled around it. The slope agrees with the surface flux: at k_z = −1.9, both the finite difference of the area integral and the flux formula give −0.4124.

Across the whole electron pocket ν changes by −1, and across the hole pocket by +1. A single pocket therefore does not return the followed phase to its initial value; the two together do, as periodicity demands. Define the flux-weighted position of a pocket as K = ∫k_z(dν/dk_z)dk_z / ∫(dν/dk_z)dk_z, taken over its extent. Then

∫ dk_z/(2π) ν = −(1/2π)(−K_e + K_h) = −(K_h − K_e)/(2π).

Integration over the pockets gives K_e = −1.37745 and K_h = 1.51850, so

σ_xy = (e²/ha)(1.51850 + 1.37745)/(2π) = 0.4609 e²/(ha).

A plain sum over both bands on a grid of 80³ points, with sharp occupation, gives 0.4606. The sharp step makes such sums scatter by about 5×10⁻⁴: a shifted 80³ grid gives 0.4611, and grids of 100³ and 140³ points give 0.4609. For a = 0.4 nm, e²/(ha) = 968.5 S/cm, and

σ_xy = 0.4609 × 968.5 S/cm = 446.4 S/cm.

With the zone taken as 0 < k_z ≤ 2π instead, the boundary term is ν(2π) = −1 and K_e is replaced by K_e + 2π, so the same average of ν appears as −1 + 0.5391. Only the sum is independent of the cut.

The limit of small pockets explains the size of σ_xy. Both pockets are small only when both node energies lie close to E_F, so the limit means reducing the coefficient 0.6 together with E_F; moving E_F alone shrinks one pocket and enlarges the other. The upper-band state is (cos χ/2, e^{iφ} sin χ/2), where χ and φ are the polar and azimuthal angles of d. Then i⟨u|∂_φu⟩ = −sin²(χ/2) = −(1 − cos χ)/2, and for the electron pocket

ν = −(1/4π) ∮ dφ (1 − d_z/|d|).

The lower-band state (sin χ/2, −e^{iφ} cos χ/2) gives i⟨u|∂_φu⟩ = −cos²(χ/2). For the clockwise hole loop this yields the same expression for ν plus one, and the continuous branch removes the one.

Close to a node and to leading order, d_z = δ, and |d| has a constant value ρ on the Fermi surface, because the scalar part of H is stationary at the nodes. Thus ν = −(1 − δ/ρ)/2, which is linear in k_z and passes −1/2 at the node. Each K then coincides with its node, and σ_xy tends to (π/2 + π/2)/(2π) = 0.5 in units of e²/(ha). With the coefficient set to 0.3, 0.1 and 0.03 and E_F equal to a third of it, σ_xy is 0.4897, 0.4988 and 0.4999.

For pockets of finite size, d_z = α + β > 0 on the loop in the node slice, so ν lies above −1/2 there, as the value −0.3132 shows. The electron pocket has K_e + π/2 = 0.1933, which lowers σ_xy by 0.1933/(2π) = 0.0308. The hole pocket has π/2 − K_h = 0.0523 and lowers it by 0.0083. Together they account for 0.5 − 0.4609 = 0.0391, or about 38 S/cm.

Fermi lines that run across the whole zone are covered as well. Replace the coefficient 0.2 by 3 and take E_F = 2 and k_z = 0. Then δ = −1 and the energies are 3α ± (1 + 2αβ)^{1/2}. Both grow with α, since the derivative of the root is β/(1 + 2αβ)^{1/2} ≤ 2. At α = 0 they are ±1, below E_F; at α = 2 they are at least 6 − 3 = 3, above it. Each band is therefore cut by two lines that run the full length of the zone along k_y. A shift of the position origin changes the phase of each line, but the two are traversed in opposite directions and the changes cancel. The curvature integral gives ν = −0.2174, and the oriented sum of the four line phases, divided by 2π, gives the same value.

The result fails when a node lies at E_F. A filled band then meets an empty one at the node, and ν is no longer continuous. For an upright cone it jumps by an integer in a slice where no loop records it, and the position of the node must be supplied separately. For a cone tilted over along k_z, with energies τδ ± |d| and τ > 1, the small loops on the two sides have d_z/|d| = ±1/τ, and the jump is the fraction 1/τ. If bands are degenerate over the whole Fermi surface, the phase factor of a loop is replaced by the determinant of a matrix that transports the degenerate states. At finite temperature f_n is a weighted superposition of sharp steps, so for fixed bands and a given chemical potential (in a real magnet the exchange splitting itself changes with temperature) the intrinsic σ_xy is the average of its zero-temperature values over energy with weight −∂f/∂E, and states within a few k_BT of the chemical potential replace the sharp Fermi surface.

Numbers in the example were calculated in double precision.
